\section*{Why the hydrogen in silane is hydridic rather than protic}

\section{A molecule with one unknown charge}

Silane, $\mathrm{SiH_4}$, has one silicon atom at the centre of a tetrahedron and four equivalent hydrogen atoms at its corners. The molecule is neutral. If charges are assigned to its atoms in a way that respects the symmetry and adds up to the total, then
\begin{equation}
q_{\mathrm{Si}}+4q_{\mathrm H}=0,
\qquad
q_{\mathrm H}=-\frac{q_{\mathrm{Si}}}{4}.
\label{neutral}
\end{equation}
One sign settles the polarity of all four bonds. Consider the claim that hydrogen bound to another element is protic, meaning that it carries positive charge, as in water or hydrogen chloride. For silane the claim requires $q_{\mathrm{Si}}<0$. A positive silicon atom refutes it and makes the hydrogen hydridic, that is, negatively charged.

An atom in a molecule has no unique boundary, so its charge needs a definition. One definition starts from the electric dipole moment $\boldsymbol\mu$, which is observable. Move atom $A$ slightly, let the electrons adjust, and record the change of the dipole. The polar charge is the average over the three directions,
\begin{equation}
q_A^{\mathrm{pol}}=\frac13\sum_{i=x,y,z}
\frac{\partial\mu_i}{\partial R_{Ai}} .
\label{polar}
\end{equation}
With $\boldsymbol\mu$ in units of $e$ times length, this charge is in units of the elementary charge $e$. A positive charge moved along $+z$ raises $\mu_z$, which fixes the sign.

These charges satisfy Eq.~\eqref{neutral}. If all nuclei are shifted by the same small vector $\mathbf d$, the dipole of a neutral molecule does not change. Hence
\begin{equation}
0=\delta\mu_i=\sum_j d_j\sum_A\frac{\partial\mu_i}{\partial R_{Aj}}
\quad\text{for every }\mathbf d,
\qquad\text{so}\qquad
\sum_A\frac{\partial\mu_i}{\partial R_{Aj}}=0 .
\end{equation}
Setting $j=i$, summing over $i$ and dividing by three gives $\sum_Aq_A^{\mathrm{pol}}=0$.

Symmetry also shortens the calculation. At silicon the three directions are equivalent, so one displacement along $z$ suffices. For a hydrogen in the direction $(1,1,1)$, the threefold axis through the bond turns $x$ into $y$ and $y$ into $z$. The three terms in Eq.~\eqref{polar} are equal, and again one displacement suffices.

The dipoles were computed by the Hartree--Fock method in the aug-cc-pVDZ basis, with an Si--H length of $0.148\,\mathrm{nm}$. The derivative is the difference between displacements of $+0.01$ and $-0.01$ bohr, divided by $0.02$ bohr. Moving silicon gives
\begin{equation}
q_{\mathrm{Si}}^{\mathrm{pol}}=+1.083\,e,
\qquad
q_{\mathrm H}^{\mathrm{pol}}=-\frac{1.083}{4}\,e=-0.271\,e .
\end{equation}
Moving one hydrogen instead, in a separate calculation, also gives $-0.271\,e$. The digits depend on the level of theory: the larger aug-cc-pVTZ basis gives $-0.275\,e$, and in the smaller def2-SVP basis Hartree--Fock gives $-0.294\,e$ while the PBE0 density functional gives $-0.229\,e$. The sign is the same in all cases. By this measure silane is a counter-example to the claim.

\section{A second definition of charge}

The polar charge contains more than the charge at rest. Suppose the dipole were that of point charges, $\mu_i=\sum_Bq_BR_{Bi}$. Its derivative would be
\begin{equation}
\frac{\partial\mu_i}{\partial R_{Ai}}
=q_A+\sum_B R_{Bi}\frac{\partial q_B}{\partial R_{Ai}} .
\end{equation}
The second term describes charge that flows between atoms during the motion. In a real molecule the density around each nucleus also deforms. Point charges leave this out, but the polar charge includes it. A definition that uses the density at fixed nuclei is therefore a useful comparison.

Let $\rho(\mathbf r)$ be the electron density of the molecule and $\rho_A^0(\mathbf r)$ the spherical density of free atom $A$, placed at its nucleus. The Hirshfeld definition gives each atom a share of $\rho$ in proportion to its free density:
\begin{equation}
q_A^{\mathrm{Hir}}=Z_A-\int
\frac{\rho_A^0(\mathbf r)}{\sum_B\rho_B^0(\mathbf r)}
\,\rho(\mathbf r)\,d^3r .
\end{equation}
The shares add to one at each point, so these charges also sum to the charge of the molecule. The integral was evaluated on a numerical grid. The charges on hydrogen, at the same level of theory, are:

\begin{center}
\begin{tabular}{lcc}
Molecule & Hirshfeld ($e$) & Polar ($e$)\\
$\mathrm{SiH_4}$ & $-0.089$ & $-0.271$\\
$\mathrm{CH_4}$ & $+0.031$ & $-0.020$\\
$\mathrm{H_2O}$ & $+0.171$ & $+0.281$\\
$\mathrm{HCl}$ & $+0.131$ & $+0.211$
\end{tabular}
\end{center}

The bond lengths are rough equilibrium values: C--H $0.109$, O--H $0.096$ and H--Cl $0.1275\,\mathrm{nm}$, with an angle of $104.5^\circ$ in water. The two definitions differ by a factor of three in silane but agree on the sign. They also agree that hydrogen is positive in water and in hydrogen chloride. In methane both values are small and the sign of the polar charge depends on the method (the PBE0 functional gives $+0.004\,e$ in the same basis), so it would be unsound to call its hydrogen protic or hydridic on this evidence.

The size of the silane charge is less certain than its sign. In the smaller def2-SVP basis the Hartree--Fock Hirshfeld charge is $-0.081\,e$. The PBE0 density functional, which treats both exchange and correlation approximately, gives $-0.061\,e$ in that basis. The magnitude is lower by a quarter of the Hartree--Fock value and the sign stays. Both numbers use the same Hartree--Fock free-atom densities, and the choice of free atoms moves the third decimal: spin-unrestricted, spherically averaged atoms give $-0.086\,e$ for Hartree--Fock, and PBE0 atoms of that kind give $-0.067\,e$ for PBE0, a drop of about a fifth. This comparison alone does not show how much of the change is due to electron correlation. Mulliken charges, which divide the density by basis functions, are $-0.088\,e$ in aug-cc-pVDZ, $-0.145\,e$ in def2-SVP and $-0.40\,e$ in aug-cc-pVTZ. A quoted charge thus needs its definition and its level of theory.

\section{The general statement for a two-orbital bond}

The counter-example shows that being hydrogen does not fix the sign. In a simple model, the order of two orbital energies does. Let a bond between hydrogen and a partner X hold two electrons in one orbital,
\begin{equation}
\psi=c_{\mathrm X}\phi_{\mathrm X}+c_{\mathrm H}\phi_{\mathrm H},
\end{equation}
with real, normalized $\phi_{\mathrm X}$ and $\phi_{\mathrm H}$. Their energies are $\alpha_{\mathrm X}$ and $\alpha_{\mathrm H}$, their coupling is $\beta$ and their overlap is $S$, with $|S|<1$. Each neutral partner supplies one electron.

\textbf{Statement.} Let $\alpha_{\min}$ be the lower of the two orbital energies, and let $\beta\ne\alpha_{\min}S$. In the bonding state, the Mulliken charge on hydrogen is negative if $\alpha_{\mathrm H}<\alpha_{\mathrm X}$, zero if they are equal, and positive if $\alpha_{\mathrm H}>\alpha_{\mathrm X}$.

\textbf{Proof.} The orbital energy $E$ and the coefficients obey
\begin{align}
(\alpha_{\mathrm X}-E)c_{\mathrm X}+(\beta-ES)c_{\mathrm H}&=0,\label{secx}\\
(\beta-ES)c_{\mathrm X}+(\alpha_{\mathrm H}-E)c_{\mathrm H}&=0.\label{sech}
\end{align}
A nonzero solution requires the determinant to vanish:
\begin{equation}
f(E)=(\alpha_{\mathrm X}-E)(\alpha_{\mathrm H}-E)-(\beta-ES)^2=0 .
\end{equation}
For large negative $E$, $f$ behaves as $(1-S^2)E^2$ and is positive. At $E=\alpha_{\min}$ the first product vanishes, leaving $f=-(\beta-\alpha_{\min}S)^2<0$. So $f$ has a root below $\alpha_{\min}$. The bonding energy, which is the lowest root, lies below both orbital energies, and $\alpha_{\mathrm X}-E$ and $\alpha_{\mathrm H}-E$ are both positive.

Multiply Eq.~\eqref{secx} by $c_{\mathrm X}$ and Eq.~\eqref{sech} by $c_{\mathrm H}$. The coupling terms become identical, and subtraction removes them:
\begin{equation}
(\alpha_{\mathrm X}-E)c_{\mathrm X}^2=(\alpha_{\mathrm H}-E)c_{\mathrm H}^2 .
\label{balance}
\end{equation}
Neither coefficient can vanish: if one did, Eq.~\eqref{balance} would make the other vanish too. Therefore
\begin{equation}
\frac{c_{\mathrm H}^2}{c_{\mathrm X}^2}
=\frac{\alpha_{\mathrm X}-E}{\alpha_{\mathrm H}-E}.
\label{ratio}
\end{equation}
This ratio exceeds one when $\alpha_{\mathrm X}>\alpha_{\mathrm H}$, equals one when they are equal, and is below one otherwise.

The Mulliken population of hydrogen assigns half of the overlap density to each partner. For two electrons it is $2(c_{\mathrm H}^2+Sc_{\mathrm X}c_{\mathrm H})$. Normalization reads $c_{\mathrm X}^2+c_{\mathrm H}^2+2Sc_{\mathrm X}c_{\mathrm H}=1$, so
\begin{align}
q_{\mathrm H}&=1-2c_{\mathrm H}^2-2Sc_{\mathrm X}c_{\mathrm H}\nonumber\\
&=(c_{\mathrm X}^2+c_{\mathrm H}^2+2Sc_{\mathrm X}c_{\mathrm H})
-2c_{\mathrm H}^2-2Sc_{\mathrm X}c_{\mathrm H}
=c_{\mathrm X}^2-c_{\mathrm H}^2 .
\label{charge}
\end{align}
Equations \eqref{ratio} and \eqref{charge} give the three signs in the statement. $\square$

Without overlap the charge has a short form. Put $D=\alpha_{\mathrm X}-\alpha_{\mathrm H}$ and $W=\sqrt{D^2+4\beta^2}$. The lower root is $E=(\alpha_{\mathrm X}+\alpha_{\mathrm H}-W)/2$, so
\begin{equation}
\alpha_{\mathrm X}-E=\frac{W+D}{2},\qquad
\alpha_{\mathrm H}-E=\frac{W-D}{2}.
\end{equation}
By Eq.~\eqref{ratio} and $c_{\mathrm X}^2+c_{\mathrm H}^2=1$, $c_{\mathrm H}^2=(W+D)/(2W)$ and $c_{\mathrm X}^2=(W-D)/(2W)$. Hence
\begin{equation}
q_{\mathrm H}=-\frac{D}{\sqrt{D^2+4\beta^2}} .
\end{equation}
For round values $\alpha_{\mathrm H}=-12$, $\alpha_{\mathrm X}=-10$ and $\beta=-4\,\mathrm{eV}$, we have $D=2\,\mathrm{eV}$ and $q_{\mathrm H}=-2/\sqrt{68}=-0.243\,e$. These values illustrate the formula and are not fitted to silane. Equal energies give $q_{\mathrm H}=0$, an even covalent bond. If $D\gg2|\beta|$, the charge tends to $-e$, a hydride ion. If $D$ is large and negative, it tends to $+e$, a proton. Silane lies between the covalent and the hydride limits.

\section{What electronegativity adds}

Electronegativity estimates the direction of charge flow from properties of the separate partners. Let $I$ be the ionization energy and $A$ the electron affinity of a species. Draw a parabola through its energies with one electron removed, none changed and one added:
\begin{equation}
E(n)=E(0)-\chi n+\tfrac12\eta n^2,
\end{equation}
where $n$ is the number of added electrons. Then $I=E(-1)-E(0)=\chi+\eta/2$ and $A=E(0)-E(1)=\chi-\eta/2$. Adding these gives the Mulliken electronegativity,
\begin{equation}
\chi=\frac{I+A}{2}=\frac{E(\text{cation})-E(\text{anion})}{2}.
\label{chi}
\end{equation}
A small transfer $\delta$ from X to H changes the energy, to first order, by $-(\chi_{\mathrm H}-\chi_{\mathrm X})\delta$. The flow towards hydrogen is favourable when $\chi_{\mathrm H}>\chi_{\mathrm X}$. This argument leaves out the covalent coupling, so it is a guide and not a theorem about molecules.

The ion energies were computed by coupled-cluster theory with single and double excitations (CCSD), with inner shells frozen, in aug-cc-pVDZ. They give $\chi=4.63\,\mathrm{eV}$ for silicon, $6.07$ for carbon, $7.13$ for hydrogen and $7.97$ for chlorine. These values are not converged to the digits shown: aug-cc-pVTZ with triple excitations raises chlorine to $8.14$ and hydrogen to $7.16\,\mathrm{eV}$. Silicon lies well below hydrogen and chlorine above it, in line with the charges. Carbon also lies below hydrogen on this scale, yet the hydrogen of methane is nearly neutral by both definitions of charge in the table. The order of electronegativities does not replace a calculation of the charge when the bond is weakly polar.

\section{Charge is not the cost of losing an ion}

A hydridic hydrogen can still be removed as a proton. Let $D_p$ be the energy of $\mathrm{HX\to X^-+H^+}$ and $D_h$ that of $\mathrm{HX\to X^++H^-}$, with separated products in vacuum. A bare proton has no electronic energy, so
\begin{align}
D_p&=E(\mathrm X^-)-E(\mathrm{HX}),\\
D_h&=E(\mathrm X^+)+E(\mathrm H^-)-E(\mathrm{HX}).
\end{align}
Subtract, and use Eq.~\eqref{chi} for X and for hydrogen, where $2\chi_{\mathrm H}=-E(\mathrm H^-)$:
\begin{equation}
D_p-D_h=-[E(\mathrm X^+)-E(\mathrm X^-)]-E(\mathrm H^-)
=2(\chi_{\mathrm H}-\chi_{\mathrm X}).
\end{equation}
Here X is the whole remaining group, with its nuclei held where they were in the molecule. For $\mathrm{SiH_3}$ the CCSD value is $\chi_{\mathrm X}=4.83\,\mathrm{eV}$. The costs in eV are:

\begin{center}
\begin{tabular}{lccc}
Molecule & $D_p$ & $D_h$ & $D_p-D_h$\\
$\mathrm{SiH_4}$ & $16.75$ & $12.16$ & $+4.59$\\
$\mathrm{CH_4}$ & $18.46$ & $14.84$ & $+3.61$\\
$\mathrm{HCl}$ & $14.53$ & $16.20$ & $-1.67$
\end{tabular}
\end{center}

The second decimals serve to check the subtraction and are not a measure of accuracy. A larger basis (aug-cc-pVQZ) lowers the energy of $\mathrm H^-$ by nearly $0.1\,\mathrm{eV}$, and triple excitations change the difference for silane by a similar amount. Both effects are far smaller than the differences in the last column. The error in the ions of X can be larger: for HCl, aug-cc-pVTZ moves the difference from $-1.67$ to $-1.81\,\mathrm{eV}$, and adding triple excitations moves it to $-1.95\,\mathrm{eV}$. The sign stays, but the entries are estimates good to a few tenths of an eV.

Silane gives up $\mathrm H^-$ at lower cost than $\mathrm H^+$, and HCl does the reverse. But methane behaves like silane here although its Hirshfeld and polar charges on hydrogen are close to zero. Silane also loses a proton at lower cost than methane does. Neither cost can be read from the sign of the charge.

Letting the cations become flat at unchanged bond length releases $1.03\,\mathrm{eV}$ for $\mathrm{SiH_3^+}$ and $1.38\,\mathrm{eV}$ for $\mathrm{CH_3^+}$ in Hartree--Fock theory. With these corrections, passing a hydride from silane to $\mathrm{CH_3^+}$ changes the energy by $(12.16-1.03)-(14.84-1.38)\approx-2.3\,\mathrm{eV}$. Silane is the better hydride donor of the two in this comparison. Changes of bond length in the cations and zero-point motion are left out.

The acceptor matters as well. Binding a proton to one water molecule releases $7.45\,\mathrm{eV}$ in a Hartree--Fock estimate with a flat $\mathrm{H_3O^+}$ ion. The cost of proton loss from silane then falls to $16.75-7.45=9.30\,\mathrm{eV}$, below the $12.16\,\mathrm{eV}$ for a free hydride. That comparison gives a partner to one channel only. A water molecule also binds to $\mathrm{SiH_3^+}$ and releases at least $3.3\,\mathrm{eV}$ from the frozen cation in Hartree--Fock theory, which lowers the cost of hydride loss to about $8.9\,\mathrm{eV}$ or less. The vacuum gap of $4.6\,\mathrm{eV}$ thus shrinks to a few tenths of an eV in this estimate, so it cannot be carried over to solutions or surfaces.

\section{Silane as a precursor}

Silane is a gas used to deposit silicon. At $900\,\mathrm K$, a rough process temperature, the thermal energy is $k_{\mathrm B}T=0.078\,\mathrm{eV}$, far below the cost of a free hydride ion, which is $12.16\,\mathrm{eV}$ with the cation frozen and about $11\,\mathrm{eV}$ once it is flat. ``Hydridic'' describes the polarity of a bond, not a supply of $\mathrm H^-$ in the gas. Real molecules vibrate, whereas the model holds them still. Shortening or stretching all four bonds by $0.01\,\mathrm{nm}$ changes the Hirshfeld charge from $-0.081$ to $-0.089$ or $-0.074\,e$ (Hartree--Fock, def2-SVP), so a symmetric stretch of this size does not reverse it. The vacuum assumption matters for the ion costs: a single water molecule already changes the cost of proton loss by several eV, so a surface or a liquid needs its own calculation.

The same calculation can be made for a substituted silane. In trichlorosilane, $\mathrm{SiHCl_3}$, with the same Si--H length, tetrahedral angles and Si--Cl bonds of $0.202\,\mathrm{nm}$, the Hirshfeld charge on hydrogen is $-0.067\,e$ at that same level. By this definition the hydrogen is still hydridic. Its charge is less negative than in silane by $0.015\,e$ (taken before rounding), which is smaller than the change from Hartree--Fock to PBE0 in silane and much smaller than the gap between the Hirshfeld and polar charges there. So small a difference does not show that chlorine makes the hydrogen less hydridic: the polar charge gives the opposite order, about $-0.32\,e$ in trichlorosilane against $-0.29\,e$ in silane at the same level.

For precursor work, $\mathrm{Si^{\delta+}{-}H^{\delta-}}$ is the sound starting picture for silane. Next to water or a surface hydroxyl group, the negative hydrogen on silicon can meet a positive hydrogen on oxygen. That polarity favours their electrostatic attraction, but it fixes neither the path nor the rate of a reaction. Where strongly electron-withdrawing groups are attached to silicon, the charge should be computed before the label is used.
